# Why Steepest Descent Preserves the Point Group of a Molecule: verification in Python

```python
"""Symmetry of energy gradients and steepest descent.

Result under test: if an operation T (rotation or reflection combined with
relabelling of identical nuclei) leaves a geometry x unchanged, then
T grad E(x) = grad E(x). A stationary point in the symmetric subspace is
therefore stationary in all directions, and steepest descent keeps T.
x: 15 Cartesian coordinates in bohr; E: energy in hartree (Eh).
P: projector on coordinates unchanged by every operation of a group.
A smooth five-particle model supplies a symmetric saddle. Methane at the
RHF/6-31G level supplies a real molecule, with no symmetry imposed.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, lib

lib.num_threads(1)
BOHR_IN_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10
SPRING, REST_LENGTH, REPULSION = 0.4, 1.8, 1.0
MODEL_STEP, METHANE_STEP = 1.0, 1.3  # bohr^2/Eh


def model_energy(x):
    p = x.reshape(5, 3)
    lengths = np.linalg.norm(p[1:] - p[0], axis=1)
    energy = 0.5 * SPRING * np.sum((lengths - REST_LENGTH)**2)
    for i, j in itertools.combinations(range(1, 5), 2):
        energy += REPULSION / np.linalg.norm(p[i] - p[j])
    return energy


def model_gradient(x):
    p = x.reshape(5, 3)
    gradient = np.zeros((5, 3))
    for i in range(1, 5):
        bond = p[i] - p[0]
        length = np.linalg.norm(bond)
        pull = SPRING * (length - REST_LENGTH) * bond / length
        gradient[i] += pull
        gradient[0] -= pull
    for i, j in itertools.combinations(range(1, 5), 2):
        separation = p[i] - p[j]
        push = -REPULSION * separation / np.linalg.norm(separation)**3
        gradient[i] += push
        gradient[j] -= push
    return gradient.ravel()


def model_evaluate(x, density=None):
    return model_energy(x), model_gradient(x), None


def run_scf(x, density=None, require_convergence=True):
    symbols = ["C", "H", "H", "H", "H"]
    atoms = [(s, tuple(p)) for s, p in zip(symbols, x.reshape(5, 3))]
    mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g",
                symmetry=False, verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.kernel(dm0=density)
    if require_convergence:
        assert mf.converged
    return mf


def methane_evaluate(x, density=None):
    mf = run_scf(x, density)
    gradient = mf.nuc_grad_method().kernel().ravel()
    return mf.e_tot, gradient, mf.make_rdm1()


def planar(r):
    d = r / np.sqrt(2)
    return np.array([[0, 0, 0], [d, d, 0], [-d, -d, 0],
                     [d, -d, 0], [-d, d, 0]], dtype=float).ravel()


def cubic_matrices():
    result = []
    for order in itertools.permutations(range(3)):
        for signs in itertools.product([1, -1], repeat=3):
            matrix = np.zeros((3, 3))
            matrix[range(3), order] = signs
            result.append(matrix)
    return result


def match_atoms(matrix, x):
    """Permutation and largest mismatch after applying a 3x3 matrix."""
    p = x.reshape(5, 3)
    images = p @ matrix.T
    distances = np.linalg.norm(images[1:, None] - p[None, 1:], axis=2)
    permutation = [0] + list(1 + distances.argmin(axis=1))
    mismatch = max(np.linalg.norm(images[0] - p[0]),
                   distances.min(axis=1).max())
    return permutation, mismatch


def symmetry_matrices(x, tolerance):
    return [m for m in CUBIC if match_atoms(m, x)[1] < tolerance]


def representation(matrix, x):
    permutation, _ = match_atoms(matrix, x)
    assert sorted(permutation) == list(range(5))
    T = np.zeros((15, 15))
    for old, new in enumerate(permutation):
        T[3*new:3*new+3, 3*old:3*old+3] = matrix
    return T


def descend(evaluate, x, step, threshold, max_steps):
    path, energies, density = [x.copy()], [], None
    for _ in range(max_steps):
        energy, gradient, density = evaluate(x, density)
        energies.append(energy)
        if np.linalg.norm(gradient) < threshold:
            return path, energies, gradient
        x = x - step * gradient
        path.append(x.copy())
    raise AssertionError("steepest descent did not converge")


def bond_angle(x):
    bonds = x.reshape(5, 3)[1:3] - x[:3]
    cosine = bonds[0] @ bonds[1] / np.prod(np.linalg.norm(bonds, axis=1))
    return np.degrees(np.arccos(cosine))


CUBIC = cubic_matrices()
rng = np.random.default_rng(7)
x_start = planar(2.6)
d4h = symmetry_matrices(x_start, 1e-8)
T_d4h = [representation(m, x_start) for m in d4h]
P = sum(T_d4h) / len(T_d4h)
assert len(d4h) == 16 and abs(np.trace(P) - 1) < 1e-10

# The coded model gradient agrees with differences of its energy.
x_low = planar(2.1) + 0.08 * rng.normal(size=15)
numeric = np.array([(model_energy(x_low + 1e-4*v)
                     - model_energy(x_low - 1e-4*v)) / 2e-4
                    for v in np.eye(15)])
assert np.max(np.abs(numeric - model_gradient(x_low))) < 1e-6

# Model: one-dimensional energy search against full descent.
r_search = minimize_scalar(lambda r: model_energy(planar(r)),
                           bounds=(1.8, 3.0), method="bounded",
                           options={"xatol": 1e-7}).x
g_search = model_gradient(planar(r_search))
assert np.linalg.norm(g_search) < 1e-5
path_a, energies_a, g_saddle = descend(
    model_evaluate, x_start, MODEL_STEP, 1e-12, 500)
x_saddle = path_a[-1]
r_saddle = np.linalg.norm(x_saddle[3:6] - x_saddle[:3])
outside_a = max(np.linalg.norm(x - P @ x) for x in path_a)
assert outside_a < 1e-10
assert abs(r_saddle - r_search) < 1e-5

# Model Hessian: the symmetric minimum is a saddle in the full space.
hessian = np.array([(model_gradient(x_saddle + 1e-3*v)
                     - model_gradient(x_saddle - 1e-3*v)) / 2e-3
                    for v in np.eye(15)]).T
commutator = max(np.linalg.norm(T @ hessian - hessian @ T) for T in T_d4h)
assert commutator < 1e-6
hessian = (hessian + hessian.T) / 2
curvatures, modes = np.linalg.eigh(hessian)
negative = curvatures < -5e-3
assert negative.any()
assert np.linalg.norm(P @ modes[:, negative]) < 1e-5
breathing = x_start / np.linalg.norm(x_start)
breathing_curvature = breathing @ hessian @ breathing
assert breathing_curvature > 0

# Growth of an alternating out-of-plane displacement of unit norm.
pucker = np.zeros((5, 3))
pucker[1:, 2] = [0.5, 0.5, -0.5, -0.5]
pucker = pucker.ravel()
pucker_curvature = pucker @ hessian @ pucker
assert pucker_curvature < -5e-3
growth_factor = 1 - MODEL_STEP * pucker_curvature
x = x_saddle + 1e-3 * pucker
for _ in range(5):
    x = x - MODEL_STEP * model_gradient(x)
growth = (x - x_saddle) @ pucker / 1e-3
predicted_growth = growth_factor**5
assert abs(growth / predicted_growth - 1) < 0.01
predicted_steps = np.log(0.1 / 1e-10) / np.log(growth_factor)
x = x_saddle + 1e-10 * pucker
noise_steps = 0
while (x - x_saddle) @ pucker < 0.1 and noise_steps < 5000:
    x = x - MODEL_STEP * model_gradient(x)
    noise_steps += 1
assert abs(noise_steps - predicted_steps) <= 3

# Model: a puckered start keeps D2d while approaching a tetrahedron.
x_puckered = x_saddle + pucker
d2d = symmetry_matrices(x_puckered, 1e-8)
T_d2d = [representation(m, x_puckered) for m in d2d]
P_d2d = sum(T_d2d) / len(T_d2d)
assert len(d2d) == 8 and abs(np.trace(P_d2d) - 2) < 1e-10
path_b, energies_b, _ = descend(
    model_evaluate, x_puckered, MODEL_STEP, 2e-4, 3000)
assert all(len(symmetry_matrices(x, 1e-4)) == 8 for x in path_b)
assert len(symmetry_matrices(path_b[-1], 0.05)) == 24
assert energies_b[-1] < energies_a[-1]

# A metric that treats equivalent particles unequally breaks the group.
metric = np.ones(15)
metric[3:6] = 0.5
uneven_step = -metric * model_gradient(x_start)
uneven_fraction = (np.linalg.norm(uneven_step - P @ uneven_step)
                   / np.linalg.norm(uneven_step))
assert abs(uneven_fraction - np.sqrt(3 / 52)) < 1e-6

# Methane: gradient covariance at a geometry with no symmetry.
S4 = np.array([[0, -1, 0], [1, 0, 0], [0, 0, -1]], dtype=float)
T_s4 = representation(S4, x_start)
e_low, g_low, _ = methane_evaluate(x_low)
e_image, g_image, _ = methane_evaluate(T_s4 @ x_low)
covariance_error = np.linalg.norm(g_image - T_s4 @ g_low)
assert abs(e_image - e_low) < 1e-8
assert covariance_error < 1e-5
assert np.linalg.norm(g_low - T_s4 @ g_low) > 1e-3

# Methane: slopes from energies alone at a flattened D2d geometry.
height = 0.8
x_methane = planar(2.0) + 2 * height * pucker
assert len(symmetry_matrices(x_methane, 1e-8)) == 8
_, g_methane, dm_methane = methane_evaluate(x_methane)


def energy_slope(direction, h=0.005):
    plus = run_scf(x_methane + h * direction, dm_methane).e_tot
    minus = run_scf(x_methane - h * direction, dm_methane).e_tot
    return (plus - minus) / (2 * h)


radial = x_methane / np.linalg.norm(x_methane)
radial_slope = energy_slope(radial)
assert abs(radial_slope - radial @ g_methane) < 1e-4
assert abs(radial_slope) > 0.01
other_slopes = []
for _ in range(4):
    direction = rng.normal(size=15)
    direction -= P_d2d @ direction
    other_slopes.append(energy_slope(direction / np.linalg.norm(direction)))
largest_other_slope = max(abs(s) for s in other_slopes)
assert largest_other_slope < 1e-4

# Methane: full descent keeps the D2d operations.
path_c, energies_c, g_final = descend(
    methane_evaluate, x_methane, METHANE_STEP, 1e-3, 80)
outside_c = max(np.linalg.norm(x - P_d2d @ x) for x in path_c)
assert outside_c < 1e-4
assert all(len(symmetry_matrices(x, 1e-4)) == 8 for x in path_c)
assert np.all(np.diff(energies_c) < 1e-9)
x_final = path_c[-1]
order_loose = len(symmetry_matrices(x_final, 0.05))
assert order_loose == 24
lengths = np.linalg.norm(x_final.reshape(5, 3)[1:] - x_final[:3], axis=1)
tetrahedral_angle = np.degrees(np.arccos(-1 / 3))
assert abs(bond_angle(x_final) - tetrahedral_angle) < 1

# Diagnostic: do two starting densities give the same planar solution?
x_planar = planar(2.05)
planar_results = []
for density in [None, dm_methane]:
    mf = run_scf(x_planar, density, require_convergence=False)
    slope = mf.nuc_grad_method().kernel().ravel() @ pucker
    planar_results.append((mf.e_tot, slope, mf.converged))

# Jahn-Teller degeneracy: no gradient exists at the symmetric point.
jt_force, jt_stiffness = 0.05, 0.5


def lower_sheet(qx, qy):
    matrix = (0.5 * jt_stiffness * (qx*qx + qy*qy) * np.eye(2)
              + jt_force * np.array([[qx, qy], [qy, -qx]]))
    return np.linalg.eigvalsh(matrix)[0]


q = 1e-6
jt_slopes = np.array([(lower_sheet(q*np.cos(a), q*np.sin(a))
                       - lower_sheet(0, 0)) / q
                      for a in np.linspace(0, 2*np.pi, 12, endpoint=False)])
assert np.max(np.abs(jt_slopes + jt_force)) < 1e-6

print("MODEL: one central and four identical outer particles")
print(f"Spring constant: {SPRING:.2f} Eh/bohr^2")
print(f"Spring rest length: {REST_LENGTH:.2f} bohr")
print(f"Repulsion constant: {REPULSION:.2f} Eh bohr")
print(f"Model step factor: {MODEL_STEP:.2f} bohr^2/Eh")
print(f"Planar group order: {len(d4h)}; symmetric dimension: {np.trace(P):.0f}")
print(f"Planar length from energy search: {r_search:.6f} bohr")
print(f"Full gradient norm there: {np.linalg.norm(g_search):.1e} Eh/bohr")
for i in [0, 1, 2, 5]:
    print(f"Planar descent step {i}: length = "
          f"{np.linalg.norm(path_a[i][3:6]-path_a[i][:3]):.6f} bohr")
print(f"Planar length from full descent: {r_saddle:.6f} bohr")
print(f"Planar descent steps: {len(path_a)-1}")
print(f"Largest departure from D4h: {outside_a:.1e} bohr")
print(f"Planar energy: {energies_a[-1]:.6f} Eh")
print("Negative curvatures (Eh/bohr^2):",
      " ".join(f"{c:.6f}" for c in curvatures[negative]))
print(f"Breathing curvature: {breathing_curvature:.6f} Eh/bohr^2")
print(f"Pucker curvature: {pucker_curvature:.6f} Eh/bohr^2")
print(f"Pucker growth factor per step: {growth_factor:.6f}")
print(f"Five-step growth, run: {growth:.6f}")
print(f"Five-step growth, predicted: {predicted_growth:.6f}")
print(f"Steps from 1e-10 to 0.1 bohr, run: {noise_steps}")
print(f"Steps from 1e-10 to 0.1 bohr, predicted: {predicted_steps:.1f}")
print(f"Puckered group order: {len(d2d)}; "
      f"symmetric dimension: {np.trace(P_d2d):.0f}")
print(f"Puckered model descent steps: {len(path_b)-1}")
print(f"Puckered model final angle: {bond_angle(path_b[-1]):.3f} degrees")
print(f"Puckered model final energy: {energies_b[-1]:.6f} Eh")
print(f"Non-symmetric fraction of uneven step: {uneven_fraction:.5f}")
print("METHANE: RHF/6-31G, no symmetry imposed")
print(f"Methane step factor: {METHANE_STEP:.2f} bohr^2/Eh")
print(f"Gradient covariance error: {covariance_error:.1e} Eh/bohr")
print(f"Start: in-plane radius 2.00 bohr, H heights +/-{height:.2f} bohr")
print(f"Start H-C-H angle: {bond_angle(x_methane):.3f} degrees")
print(f"Radial slope from energies: {radial_slope:.6f} Eh/bohr")
print(f"Radial slope from gradient: {radial @ g_methane:.6f} Eh/bohr")
print(f"Largest of 4 non-symmetric slopes: {largest_other_slope:.1e} Eh/bohr")
print(f"Methane descent steps: {len(path_c)-1}")
print(f"Largest departure from D2d: {outside_c:.1e} bohr")
print(f"Final group order at 1e-4 bohr: {len(symmetry_matrices(x_final, 1e-4))}")
print(f"Final group order at 0.05 bohr: {order_loose}")
print(f"Final gradient norm: {np.linalg.norm(g_final):.1e} Eh/bohr")
print(f"Final mean C-H: {lengths.mean():.5f} bohr = "
      f"{lengths.mean()*BOHR_IN_ANGSTROM:.5f} angstrom")
print(f"Final H-C-H angle: {bond_angle(x_final):.3f} degrees")
print(f"Ideal tetrahedral angle: {tetrahedral_angle:.3f} degrees")
print(f"Methane energy, start and end: {energies_c[0]:.6f}, "
      f"{energies_c[-1]:.6f} Eh")
print("PLANAR METHANE DIAGNOSTIC: C-H = 2.05 bohr")
for name, result in zip(["default", "puckered"], planar_results):
    print(f"{name} start: E={result[0]:.8f} Eh, pucker slope="
          f"{result[1]:.6f} Eh/bohr, converged={result[2]}")
print(f"JT force: {jt_force:.3f} Eh/bohr; "
      f"stiffness: {jt_stiffness:.3f} Eh/bohr^2")
print(f"JT slopes, min and max: {jt_slopes.min():.6f}, "
      f"{jt_slopes.max():.6f} Eh/bohr")
print("ALL CHECKS PASSED")
```

It prints:

```
MODEL: one central and four identical outer particles
Spring constant: 0.40 Eh/bohr^2
Spring rest length: 1.80 bohr
Repulsion constant: 1.00 Eh bohr
Model step factor: 1.00 bohr^2/Eh
Planar group order: 16; symmetric dimension: 1
Planar length from energy search: 2.265996 bohr
Full gradient norm there: 1.2e-08 Eh/bohr
Planar descent step 0: length = 2.600000 bohr
Planar descent step 1: length = 2.421584 bohr
Planar descent step 2: length = 2.336166 bohr
Planar descent step 5: length = 2.271954 bohr
Planar length from full descent: 2.265996 bohr
Planar descent steps: 33
Largest departure from D4h: 4.4e-16 bohr
Planar energy: 1.863234 Eh
Negative curvatures (Eh/bohr^2): -0.039286
Breathing curvature: 0.564518 Eh/bohr^2
Pucker curvature: -0.039286 Eh/bohr^2
Pucker growth factor per step: 1.039286
Five-step growth, run: 1.212483
Five-step growth, predicted: 1.212483
Steps from 1e-10 to 0.1 bohr, run: 538
Steps from 1e-10 to 0.1 bohr, predicted: 537.8
Puckered group order: 8; symmetric dimension: 2
Puckered model descent steps: 124
Puckered model final angle: 109.551 degrees
Puckered model final energy: 1.794986 Eh
Non-symmetric fraction of uneven step: 0.24019
METHANE: RHF/6-31G, no symmetry imposed
Methane step factor: 1.30 bohr^2/Eh
Gradient covariance error: 1.5e-14 Eh/bohr
Start: in-plane radius 2.00 bohr, H heights +/-0.80 bohr
Start H-C-H angle: 136.397 degrees
Radial slope from energies: 0.062761 Eh/bohr
Radial slope from gradient: 0.062762 Eh/bohr
Largest of 4 non-symmetric slopes: 5.1e-07 Eh/bohr
Methane descent steps: 31
Largest departure from D2d: 1.6e-13 bohr
Final group order at 1e-4 bohr: 8
Final group order at 0.05 bohr: 24
Final gradient norm: 9.7e-04 Eh/bohr
Final mean C-H: 2.04489 bohr = 1.08211 angstrom
Final H-C-H angle: 109.716 degrees
Ideal tetrahedral angle: 109.471 degrees
Methane energy, start and end: -40.125460, -40.180550 Eh
PLANAR METHANE DIAGNOSTIC: C-H = 2.05 bohr
default start: E=-39.91713661 Eh, pucker slope=-0.000000 Eh/bohr, converged=True
puckered start: E=-39.91713661 Eh, pucker slope=-0.000000 Eh/bohr, converged=True
JT force: 0.050 Eh/bohr; stiffness: 0.500 Eh/bohr^2
JT slopes, min and max: -0.050000, -0.050000 Eh/bohr
ALL CHECKS PASSED
```
